# Converting molar absorptivity and acid yield into a Dill C

## Question

I have a photoacid generator (PAG) for a 248 nm resist. Its decadic molar absorptivity is $10000\ \mathrm{L/(mol\,cm)}$, and its quantum yield is 0.3 acids per absorbed photon. I need the Dill parameter $C$ for an exposure simulation, and a colleague says it should be about $0.014\ \mathrm{cm^2/mJ}$.

I divided the absorptivity by the energy of a mole of photons and multiplied by 0.3. That gives $0.0062\ \mathrm{cm^2/mJ}$, less than half the expected value. What is missing?

I am also unsure how to use $C$ afterwards. At $20\ \mathrm{mJ/cm^2}$, is the converted fraction of PAG just $C$ times 20? And is that the dose set on the exposure tool, or something else?

## Answer

The missing factor is $\ln 10$. Your absorptivity belongs to a power of ten, whereas $C$ belongs to a rate equation, whose solution is a power of $e$. Your other two questions are answered by the same rate equation, so I start from it.

### What $C$ means

Let $G$ be the concentration of intact PAG at some point in the film, $I$ the local irradiance and $t$ the time. The Dill parameter is defined by

$$\frac{dG}{dt}=-C\,I\,G .$$

The local dose $E$ grows as $dE=I\,dt$. Dividing by $I$ gives

$$\frac{dG}{dE}=-C\,G. \tag{1}$$

So $C$ is the probability per unit local dose that an intact PAG molecule is converted. To calculate it, we need the number of photons a molecule absorbs per unit dose and the chance that each one produces an acid.

I assume that

- the absorptivity applies to the PAG in the film;
- absorption is linear in the irradiance;
- all intact PAG molecules have the same absorption cross section, so differences in their orientation are neglected;
- each converted PAG gives one acid, and an unsuccessful photon leaves the PAG intact;
- light absorbed by the rest of the resist, the matrix, makes no acid.

Here $C$ describes acid generation. Later neutralization by a base in the resist is a separate reaction.

### From absorptivity to cross section

Give each molecule an absorption cross section $\sigma$. A layer of thickness $dz$ with $N$ molecules per unit volume then removes the fraction $N\sigma\,dz$ of the light:

$$\frac{dI}{dz}=-N\sigma I
\quad\Longrightarrow\quad
\frac{I(l)}{I(0)}=e^{-N\sigma l}.$$

The decadic absorptivity $\varepsilon$ describes the same transmission as

$$\frac{I(l)}{I(0)}=10^{-\varepsilon G l}=e^{-\ln(10)\,\varepsilon G l}.$$

The exponents must agree, so $N\sigma=\ln(10)\,\varepsilon G$. With $G$ in moles per unit volume, $N=N_AG$, where $N_A$ is the Avogadro constant. The concentration cancels:

$$\sigma=\frac{\ln(10)\,\varepsilon}{N_A}. \tag{2}$$

For $\sigma$ in $\mathrm{cm^2}$, the litre must be converted. Since $1\ \mathrm{L}=1000\ \mathrm{cm^3}$,

$$\varepsilon=10^4\ \frac{\mathrm{L}}{\mathrm{mol\,cm}}
=10^4\times10^3\ \frac{\mathrm{cm^3}}{\mathrm{mol\,cm}}
=10^7\ \frac{\mathrm{cm^2}}{\mathrm{mol}} .$$

Hence

$$\sigma=\frac{2.3026\times10^7\ \mathrm{cm^2/mol}}{6.0221\times10^{23}\ \mathrm{mol^{-1}}}
=3.8235\times10^{-17}\ \mathrm{cm^2}.$$

### From cross section to $C$

A photon of vacuum wavelength $\lambda$ has energy $w=hc/\lambda$, where $h$ is the Planck constant and $c$ the speed of light. At 248 nm, $w=8.0099\times10^{-16}\ \mathrm{mJ}$.

A small dose $dE$ brings $dE/w$ photons per unit area. An intact molecule therefore absorbs on average $\sigma\,dE/w$ photons. Each of these succeeds with probability $\varphi=0.3$, so

$$dG=-\varphi\,\frac{\sigma}{w}\,G\,dE .$$

Comparison with equation (1) gives

$$C=\frac{\varphi\sigma}{w}
=\frac{\varphi\ln(10)\,\varepsilon}{N_A hc/\lambda}. \tag{3}$$

The first form gives

$$C=0.3\times\frac{3.8235\times10^{-17}\ \mathrm{cm^2}}{8.0099\times10^{-16}\ \mathrm{mJ}}
=0.3\times0.04774\ \frac{\mathrm{cm^2}}{\mathrm{mJ}}
=0.01432\ \frac{\mathrm{cm^2}}{\mathrm{mJ}} .$$

The second form is the calculation you attempted. The molar photon energy is $4.8237\times10^8\ \mathrm{mJ/mol}$, so

$$C=\frac{0.3\times2.3026\times10^7}{4.8237\times10^8}\ \frac{\mathrm{cm^2}}{\mathrm{mJ}}
=0.01432\ \frac{\mathrm{cm^2}}{\mathrm{mJ}} .$$

Without the 2.3026 this becomes 0.00622, which is your number. Your colleague's value is right under the assumptions above. In SI units it is $0.001432\ \mathrm{m^2/J}$.

Equation (3) also shows that, for fixed $\varepsilon$ and $\varphi$, $C$ is proportional to $\lambda$: a millijoule contains more photons at a longer wavelength.

### The same result from an energy balance

You can also obtain $C$ without a cross section. Take a film of thickness $d$ so thin that it absorbs little light. The absorbed fraction is

$$1-10^{-\varepsilon Gd}
=1-e^{-\ln(10)\,\varepsilon Gd}
\approx\ln(10)\,\varepsilon Gd .$$

A small dose $\Delta E$ brings $\Delta E/(N_Aw)$ moles of photons per unit area. Multiplying by the absorbed fraction and by $\varphi$ gives the moles of acid per unit area. Dividing by $d$ gives the loss of PAG concentration:

$$-\Delta G=\frac{\varphi\ln(10)\,\varepsilon}{N_Aw}\,G\,\Delta E .$$

The factor multiplying $G\,\Delta E$ is $C$ again. I followed this balance in small dose steps for a 1 nm film starting with 0.10 mol/L of PAG, using the full decadic expression for the absorbed fraction. The PAG remaining after 5, 20 and $100\ \mathrm{mJ/cm^2}$ gives $C=0.01432\ \mathrm{cm^2/mJ}$ in each case.

### Is the converted fraction just $CE$?

Only approximately, at small dose. Separating equation (1) and integrating from the initial concentration $G_0$ gives

$$\int_{G_0}^{G}\frac{dG'}{G'}=-C\int_0^E dE'
\quad\Longrightarrow\quad
G=G_0e^{-CE}.$$

One acid is formed per lost PAG, so the acid fraction is

$$a(E)=\frac{G_0-G}{G_0}=1-e^{-CE}. \tag{4}$$

For small $CE$, the expansion $a=CE-(CE)^2/2+\dots$ starts with your linear estimate. For large $CE$, the fraction approaches 1, because the PAG runs out.

At a local dose of $20\ \mathrm{mJ/cm^2}$, $CE=0.2864$, whereas $a=1-e^{-0.2864}=0.2490$. The linear estimate is about 15% too high relative to equation (4). With 0.10 mol/L of PAG at the start, the acid concentration is 0.0249 mol/L. The dose $1/C=69.8\ \mathrm{mJ/cm^2}$ converts 63% of the PAG.

It may seem odd that a quantum yield of 0.3 allows complete conversion. The reason is that a molecule gets further chances after a failure. A molecule that stayed able to absorb throughout the exposure would absorb on average $x=\sigma E/w$ photons, with a Poisson distribution. It survives if all $k$ of its photons fail, which has probability $(1-\varphi)^k$. Averaging over $k$,

$$\sum_{k=0}^{\infty}e^{-x}\frac{x^k}{k!}(1-\varphi)^k
=e^{-x}e^{x(1-\varphi)}
=e^{-\varphi x}
=e^{-CE}.$$

At $20\ \mathrm{mJ/cm^2}$, $x=0.9547$ and the sum is 0.7510, which leaves the converted fraction 0.2490 found above.

The result changes if an unsuccessful photon destroys the PAG without making acid. Then every absorbed photon removes a molecule, so $G=G_0e^{-x}$. Only the fraction $\varphi$ of the removed molecules gives acid, and

$$a=\varphi\left(1-e^{-x}\right).$$

At small dose this is $\varphi x=CE$, as before. At large dose it stops at $\varphi=0.3$ instead of 1. Measuring only the acid at small dose therefore cannot tell the two cases apart (the PAG loss could, since it is $x$ in one case and $\varphi x$ in the other), and equation (4) needs the assumption that failed photons leave the PAG intact. It also needs the assumption of equal cross sections. If the molecules cannot rotate in the film, those oriented favourably to the light's electric field are converted first, and for the same average cross section the converted fraction at a given dose is smaller than equation (4) predicts.

### Which dose goes into the formula?

It is the local dose inside the film. The dose set on the tool is normally the incident dose in a large clear area. Under a mask pattern, the incident dose at each point is this value times the relative intensity of the projected image. I write $E_{\mathrm{inc}}$ for the incident dose at the point considered. Some of the incident light is reflected at the top surface, and the rest is attenuated on its way down.

Consider a 400 nm film of refractive index $n=1.75$, at normal incidence and with no reflection from below. Neglecting the small effect of absorption on reflection, the top surface reflects

$$R=\left(\frac{n-1}{n+1}\right)^2=\left(\frac{0.75}{2.75}\right)^2=0.0744 .$$

The natural absorption coefficient of 0.10 mol/L of PAG is

$$\alpha_P=\ln(10)\times10^4\times0.10\ \mathrm{cm^{-1}}
=2303\ \mathrm{cm^{-1}}=0.2303\ \mathrm{\mu m^{-1}} .$$

Let the matrix add $\alpha_m=0.3000\ \mathrm{\mu m^{-1}}$, so that $\alpha=\alpha_P+\alpha_m=0.5303\ \mathrm{\mu m^{-1}}$. If the photoproducts absorb as strongly as the PAG did, $\alpha$ stays constant during exposure. The dose at depth $z$ is then

$$E(z)=E_{\mathrm{inc}}(1-R)e^{-\alpha z}.$$

Averaging over the thickness $d$,

$$\frac{\bar E}{E_{\mathrm{inc}}}
=\frac{1-R}{d}\int_0^d e^{-\alpha z}\,dz
=(1-R)\frac{1-e^{-\alpha d}}{\alpha d}=0.8340,$$

where $\alpha d=0.212$. In the limit $\alpha d\to0$ the last fraction tends to 1, and only the reflection loss remains.

If you measured the film-average acid at small dose and plotted it against incident dose, you would thus find an apparent $C$ of $0.8340\times0.01432=0.01194\ \mathrm{cm^2/mJ}$. The molecular $C$ has not changed; the dose axis has.

At an incident dose of $20\ \mathrm{mJ/cm^2}$, averaging $1-e^{-CE(z)}$ over depth gives an acid fraction of 0.2124, compared with 0.2490 for the same dose applied locally. If the photoproducts are instead fully transparent, the film bleaches as it is exposed and more light reaches the lower part. The average rises only to 0.2134, because the PAG accounts for less than half of a modest absorption and only about a fifth of it is converted.

A simulator that calculates the light inside the film should receive $C=0.01432\ \mathrm{cm^2/mJ}$. Giving it the apparent value would count reflection and attenuation twice. Where light also travels upwards, and still at normal incidence, the local irradiance that belongs with $C$ is the incident irradiance times $n|F/F_0|^2$, where $F$ and $F_0$ are the electric field amplitudes in the film and in the incident wave in air. It is not the net downward energy flux. For a plane wave arriving at an angle $\gamma$ to the normal, with the incident dose counted per unit wafer area, the factor becomes $n|F/F_0|^2/\cos\gamma$, which is 25% larger at $\sin\gamma=0.6$.

Reflection from below also matters. Suppose the returning wave has 1% of the intensity of the downward wave, hence an amplitude ratio $r=0.1$. Neglecting attenuation, the local intensity relative to the downward wave alone is

$$\left|1+re^{i\theta}\right|^2=1+r^2+2r\cos\theta,$$

where $\theta$ is the phase difference. It ranges from $(1-0.1)^2=0.81$ to $(1+0.1)^2=1.21$ and repeats with depth every $\lambda/(2n)=70.9\ \mathrm{nm}$. Even this weak reflection makes the local dose vary with depth by about 20% either way, relative to the downward wave alone. Light reflected again at the top surface, which is left out here, also changes the downward wave itself.

### How far to trust 0.014 for a real resist

The film parameters above are round values chosen for illustration and do not describe a particular product. For a real resist, check what happens to the PAG after an unsuccessful photon, as discussed above, and also the assumptions about the absorptivity and the matrix.

**Where $\varepsilon$ was measured.** An absorptivity measured in solution need not hold in the film. In the Lorentz model, which draws an imaginary sphere around the molecule without disturbing the polarization of the medium, the molecule feels $(n^2+2)/3$ times the average field. Its absorbed power scales as the square of this factor. For a given average field, the energy flux scales as $n$, so the cross section scales as

$$L(n)=\frac{(n^2+2)^2}{9n}.$$

For a solvent with $n=1.40$ and a film with $n=1.75$, $L(1.75)/L(1.40)=1.307$. This would raise $C$ to about $0.019\ \mathrm{cm^2/mJ}$. Both the size and the sign of this shift depend on the model. In a real empty spherical cavity the field factor is $3n^2/(2n^2+1)$ instead, the same ratio becomes 0.93, and $C$ would fall to about $0.013\ \mathrm{cm^2/mJ}$. The Lorentz value should therefore be read with care. It is a model estimate that ignores any change in the molecule's own spectrum, so I would treat it as a measure of the uncertainty and not as a routine correction. A film value of $\varepsilon$ needs no such factor.

**Light absorbed by the matrix.** In some resists, excitation of the matrix can also lead to acid. If each photon absorbed there gives $\varphi_m$ acids, the initial acid rate is proportional to $\varphi\alpha_P+\varphi_m\alpha_m$. For an assumed $\varphi_m=0.03$, the relative increase is

$$\frac{\varphi_m\alpha_m}{\varphi\alpha_P}
=\frac{0.03\times0.3000}{0.3\times0.2303}=0.130,$$

or 13%. The true $\varphi_m$ depends on the resist and may be quite different. Check, too, how your 0.3 was defined. If it means acids per photon absorbed by the whole film, the initial acid rate is proportional to $0.3\,\alpha$, not to $0.3\,\alpha_P$, and equation (3) cannot be used unchanged.

**Pulsed exposure.** A KrF laser, which emits at 248 nm, delivers the dose in short pulses. At $0.3\ \mathrm{mJ/cm^2}$ per pulse, an intact PAG absorbs on average $y=0.01432$ photons per pulse. (These digits match those of $C$ because the pulse dose and the quantum yield both happen to be 0.3.) Suppose that a molecule, once excited, cannot absorb again until the pulse is over. The mean number of absorptions then falls from $y$ to $1-e^{-y}$, a relative loss of

$$1-\frac{1-e^{-y}}{y}\approx\frac{y}{2},$$

or 0.71%. Here $y$ refers to a molecule that stays able to absorb throughout the pulse. Equation (1) already removes the converted molecules, so the fair comparison is the survival per pulse, $1-\varphi(1-e^{-y})$ against $e^{-\varphi y}$. The effective $C$ then falls by about $(1-\varphi)y/2$, or 0.50%. A molecule that recovers during the pulse loses less still, so 0.71% is an upper estimate for this kind of saturation. Saturation of this kind can therefore be neglected here.

For your simulation, enter $C=0.014\ \mathrm{cm^2/mJ}$ if both $\varepsilon$ and $\varphi$ refer to the PAG in the film and the other assumptions listed at the start hold, in particular that the matrix makes no acid and that unsuccessful photons leave the PAG intact. If $\varepsilon$ comes from a solution, the third decimal place is already uncertain, and a measurement on the actual resist is worth more than further digits. The numerical output below lists the main values used here.

## Computed results

```
Decadic molar absorptivity: 10000 L/(mol cm)
Same, in area per mole: 1.000e+07 cm2/mol
Acid quantum yield: 0.30
Wavelength: 248 nm
ln(10): 2.3026
Avogadro constant: 6.0221e+23 1/mol
Cross section: 3.8235e-17 cm2
Photon energy: 8.0099e-16 mJ
Photon energy: 4.999 eV
Molar photon energy: 4.8237e+08 mJ/mol
Cross section / photon energy: 0.04774 cm2/mJ
Dill C: 0.01432 cm2/mJ
Dill C: 0.001432 m2/J
C if ln(10) is forgotten: 0.00622 cm2/mJ
C from energy balance, 5 mJ/cm2: 0.01432 cm2/mJ
C from energy balance, 20 mJ/cm2: 0.01432 cm2/mJ
C from energy balance, 100 mJ/cm2: 0.01432 cm2/mJ
Disc-layer transmission: 0.099999
Decadic-law transmission: 0.100000
Example local dose: 20 mJ/cm2
Photons absorbed per intact PAG at this dose: 0.9547
C times dose: 0.2864
Acid fraction: 0.2490
Survival from Poisson sum: 0.7510
Initial PAG concentration: 0.10 mol/L
Acid concentration: 0.0249 mol/L
Dose 1/C (63% conversion): 69.8 mJ/cm2
Film thickness: 400 nm
Film index: 1.75; solvent index: 1.40
PAG absorption coefficient: 0.2303 1/um
Matrix absorption coefficient: 0.3000 1/um
Top-surface reflectance: 7.44 %
Mean film dose / incident dose: 0.8340
Same ratio from energy balance: 0.8340
Small-dose apparent C, incident dose: 0.01194 cm2/mJ
Film-mean acid fraction, no bleaching: 0.2124
Film-mean acid fraction, full PAG bleaching: 0.2134
Reflectance from below: 1.0 %
Standing-wave relative dose, minimum: 0.810
Standing-wave relative dose, maximum: 1.210
Standing-wave period: 70.9 nm
Local-field ratio, film/solvent: 1.307
C with this local-field ratio: 0.01872 cm2/mJ
Assumed matrix acid yield: 0.030
Added initial acid rate from matrix: 13.0 %
Pulse dose: 0.30 mJ/cm2
Photons per PAG per pulse: 0.01432
Upper estimate of pulse saturation loss: 0.71 %
```
